# Thickness profile of electroless metal in a blind cylindrical via: a numerical check

```python
"""Electroless metal thickness in a blind cylindrical via.

Result under test, for first-order wall kinetics and an inert floor:
    h(z) = V k c0 t cosh(phi (1-z/L)) / cosh(phi)
    phi  = L sqrt(2 k / (D R)),   step coverage = 1/cosh(phi)
R radius, L depth, z distance from mouth, D ion diffusion coefficient,
k wall rate constant, c0 ion concentration at the mouth, V molar volume
of the metal, t plating time, Bi = k R / D.
Lengths are in micrometres and times in seconds unless a name says otherwise.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import solve_bvp
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve
from scipy.special import j0, j1


def thiele(rate, diffusion, radius, depth):
    return depth * np.sqrt(2 * rate / (diffusion * radius))


def cosh_profile(phi, x):
    return np.cosh(phi * (1 - x)) / np.cosh(phi)


def chain_matrix(links, first_end, last_end):
    """Conductance matrix of a chain of cells with leaks at both ends."""
    diagonal = np.zeros(len(links) + 1)
    diagonal[:-1] += links
    diagonal[1:] += links
    diagonal[0] += first_end
    diagonal[-1] += last_end
    return sparse.diags([-links, diagonal, -links], [-1, 0, 1])


def wall_concentration_2d(bi, depth_over_radius, floor_bi=0.0, nr=16, nz=240):
    """Axisymmetric diffusion by finite volumes; lengths in units of R."""
    dr, dz = 1 / nr, depth_over_radius / nz
    edges = np.arange(nr + 1) * dr
    area = (edges[1:]**2 - edges[:-1]**2) / 2
    radial = chain_matrix(edges[1:-1] / dr, 0.0, 1 / (dr / 2 + 1 / bi))
    floor_leak = 1 / (dz / 2 + 1 / floor_bi) if floor_bi > 0 else 0.0
    axial = chain_matrix(np.full(nz - 1, 1 / dz), 2 / dz, floor_leak)
    matrix = (sparse.kron(sparse.eye(nz), radial * dz)
              + sparse.kron(axial, sparse.diags(area))).tocsc()
    source = np.zeros((nz, nr))
    source[0] = 2 / dz * area
    field = spsolve(matrix, source.ravel()).reshape(nz, nr)
    x = (np.arange(nz) + 0.5) / nz
    return x, field[:, -1] / (1 + bi * dr / 2)


def axial_system(radii, rate, diffusion, depth):
    """Cross-section-averaged balance for a via of varying radius, c(0)=1."""
    dz = depth / len(radii)
    faces = (radii[1:] + radii[:-1]) / 2
    mouth = 2 * diffusion * radii[0]**2 / dz
    matrix = chain_matrix(diffusion * faces**2 / dz, mouth, 0.0).toarray()
    matrix += np.diag(2 * rate * radii * dz)
    source = np.zeros(len(radii))
    source[0] = mouth
    return matrix, source, dz


def two_species(phi, gamma, order=1.0):
    """Scaled ion u and reductant v; local wall rate is u**order * v."""
    def equations(x, y):
        local_rate = phi**2 * np.abs(y[0])**order * y[2]
        return np.vstack([y[1], local_rate, y[3], gamma * local_rate])

    def ends(a, b):
        return np.array([a[0] - 1, b[1], a[2] - 1, b[3]])

    x = np.linspace(0, 1, 41)
    guess = np.vstack([1 - 0.5 * x, -0.5 + 0 * x, 1 + 0 * x, 0 * x])
    answer = solve_bvp(equations, ends, x, guess, tol=1e-7)
    assert answer.success
    u, v = answer.sol(x)[[0, 2]]
    return u, v, abs(u[-1])**order * v[-1]


# Rough model inputs for a slow, dilute seed-layer bath in a silicon via
R, L, D, k = 5.0, 50.0, 500.0, 1.0
c0 = 5.0                       # mol/m3 at the mouth
molar_volume_cm3 = 7.0
plating_time = 1800.0
reductant_c, reductant_D, reductant_per_ion = 50.0, 1000.0, 2.0
layer = 100.0                  # bath diffusion layer
shear = 10.0                   # 1/s at the wafer
hydrogen_D, hydrogen_solubility = 8000.0, 0.7
temperature = 330.0
E_rate, E_diffusion, heat_eV = 0.60, 0.18, 2.0
silicon_conductivity = 130.0   # W/(m K)

Bi = k * R / D
phi = thiele(k, D, R, L)
coverage = 1 / np.cosh(phi)
mean_ratio = np.tanh(phi) / phi
decay_length = np.sqrt(D * R / (2 * k))
volume_fraction = molar_volume_cm3 * 1e-6 * c0
mouth_nm = volume_fraction * k * plating_time * 1000

# Full two-dimensional solution against the cosh law and its mean
x, wall = wall_concentration_2d(Bi, L / R)
deviation = np.max(np.abs(wall - cosh_profile(phi, x)))
assert deviation < 0.5 * Bi
assert abs(wall.mean() - mean_ratio) < 0.5 * Bi

# At fixed phi the deviation must vanish in proportion to Bi
errors = []
for trial_bi in (0.05, 0.005):
    xt, wt = wall_concentration_2d(trial_bi, phi / np.sqrt(2 * trial_bi))
    errors.append(np.max(np.abs(wt - cosh_profile(phi, xt))))
assert 5 < errors[0] / errors[1] < 15

# Radial correction against the exact lowest radial eigenvalue
for trial_bi in (0.01, 0.1):
    root = brentq(lambda m: m * j1(m) - trial_bi * j0(m), 1e-6, 2.0,
                  xtol=1e-14)
    corrected = 2 * trial_bi / (1 + trial_bi / 4)
    assert abs(root**2 / corrected - 1) < 0.05 * trial_bi**2

# Shallow and deep limits from the numerical axial balance
for trial_phi, limit, tolerance in ((0.2, 1 - 0.2**2 / 2, 5e-4),
                                    (5.0, 2 * np.exp(-5.0), 1e-4)):
    A, b, _ = axial_system(np.full(200, R), k, D, trial_phi * decay_length)
    assert abs(np.linalg.solve(A, b)[-1] - limit) < tolerance

# Depth rule and size scaling at fixed aspect ratio
depth_90 = decay_length * np.arccosh(1 / 0.9)
assert abs(wall_concentration_2d(Bi, depth_90 / R)[1][-1] - 0.9) < 0.005
phi_half = thiele(k, D, R / 2, L / 2)
coverage_half = 1 / np.cosh(phi_half)
assert abs(phi_half / phi - np.sqrt(0.5)) < 1e-12
assert abs(wall_concentration_2d(Bi / 2, L / R)[1][-1]
           - coverage_half) < 0.005

# Floor deposition: formula against the two-dimensional solution
floor_number = phi * R / (2 * L)
coverage_floor = 1 / (np.cosh(phi) + floor_number * np.sinh(phi))
wall_floor = wall_concentration_2d(Bi, L / R, floor_bi=Bi)[1]
assert abs(wall_floor[-1] / coverage_floor - 1) < 0.01

# Reductant depletion and a different reaction order
gamma = reductant_per_ion * D * c0 / (reductant_D * reductant_c)
assert abs(two_species(phi, 0.0)[2] - coverage) < 1e-5
u, v, coverage_reductant = two_species(phi, gamma)
assert np.max(np.abs(v - (1 - gamma * (1 - u)))) < 1e-5
coverage_half_order = two_species(phi, 0.0, order=0.5)[2]

# Narrowing by the film, followed in time
cells, steps = 200, 30
radii = np.full(cells, R)
A, b, dz = axial_system(radii, k, D, L)
steady = np.linalg.solve(A, b)
for _ in range(steps):
    A_now, b_now, _ = axial_system(radii, k, D, L)
    radii = radii - (volume_fraction * k * np.linalg.solve(A_now, b_now)
                     * plating_time / steps)
coverage_narrowing = (R - radii[-1]) * 1000 / mouth_nm

# Start-up: time-integrated excess when the via begins full of fresh bath
excess_time = np.linalg.solve(A, R**2 * dz * (1 - steady))
startup_nm = volume_fraction * k * excess_time[-1] * 1000

# Bath outside the mouth: uniform-flux disc on an inert plane
grid = (np.arange(400) + 0.5) / 200 - 1
X, Y = np.meshgrid(grid, grid)
inside = X**2 + Y**2 < 1
disc_drop = [np.sum(inside / (2 * np.pi * np.hypot(X - s, Y))) / 200**2
             for s in (0.0, 0.5)]
assert abs(disc_drop[0] - 1) < 0.01 and disc_drop[1] < disc_drop[0]
mouth_drop = R / L * phi * np.tanh(phi)
layer_drop = k * layer / D
bulk_c = c0 * (1 + mouth_drop) * (1 + layer_drop)

# Dissolved hydrogen at the floor, one molecule per deposited atom
hydrogen_layer = layer * (hydrogen_D / D)**(1 / 3)
hydrogen = (D * c0 * (1 - coverage + mouth_drop)
            + k * c0 * (1 + mouth_drop) * hydrogen_layer) / hydrogen_D

# Temperature sensitivity of phi and self-heating of the silicon
kB = constants.k / constants.e


def phi_at(T):
    change = 1 / (kB * temperature) - 1 / (kB * T)
    return thiele(k * np.exp(E_rate * change),
                  D * np.exp(E_diffusion * change), R, L)


phi_per_K = (E_rate - E_diffusion) / (2 * kB * temperature**2)
numeric = (phi_at(temperature + 0.1) - phi_at(temperature - 0.1)) / 0.2 / phi
assert abs(numeric / phi_per_K - 1) < 1e-3
heat_flux = k * 1e-6 * c0 * heat_eV * constants.e * constants.N_A
self_heating = heat_flux * L * 1e-6 / silicon_conductivity
coverage_stirred = 1 / np.cosh(thiele(k, D, R, L - R))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Via radius", R, "um")
show("Via depth", L, "um")
show("Ion diffusion coefficient", D, "um2/s")
show("Wall rate constant", k, "um/s")
show("Mouth ion concentration", c0, "mol/m3")
show("Metal molar volume", molar_volume_cm3, "cm3/mol")
show("Plating time", plating_time, "s")
show("Radial number Bi", Bi)
show("Decay length", decay_length, "um")
show("Thiele modulus", phi)
show("Step coverage", coverage)
show("Mean/mouth thickness", mean_ratio)
for position in (0, 0.25, 0.5, 0.75, 1):
    show(f"Thickness at z/L={position}",
         mouth_nm * cosh_profile(phi, position), "nm")
show("Mouth thickness", mouth_nm * 10, "angstrom")
show("Floor-end thickness", mouth_nm * coverage * 10, "angstrom")
show("Depth for coverage 0.9", depth_90, "um")
show("Half-size via: Thiele modulus", phi_half)
show("Half-size via: coverage", coverage_half)
show("2D max deviation, fraction of c0", deviation, digits=2)
show("2D deviation at Bi=0.05", errors[0], digits=2)
show("2D deviation at Bi=0.005", errors[1], digits=2)
show("Coverage with floor deposition", coverage_floor)
show("Same, 2D solution", wall_floor[-1])
show("Reductant mouth concentration", reductant_c, "mol/m3")
show("Reductant diffusion coefficient", reductant_D, "um2/s")
show("Reductant molecules per ion", reductant_per_ion)
show("Reductant demand gamma", gamma)
show("Coverage with reductant loss", coverage_reductant)
show("Coverage for half-order kinetics", coverage_half_order)
show("Coverage with film narrowing", coverage_narrowing)
show("Start-up extra at floor end", startup_nm, "nm", 2)
show("Relative drop outside mouth", mouth_drop, digits=3)
show("Bath diffusion layer", layer, "um")
show("Relative drop across layer", layer_drop, digits=3)
show("Bulk concentration needed", bulk_c, "mol/m3", 3)
show("Wafer shear rate", shear, "1/s")
show("Shear Peclet number", shear * R**2 / D, digits=2)
show("Coverage, first radius stirred", coverage_stirred)
show("Hydrogen diffusion coefficient", hydrogen_D, "um2/s")
show("Hydrogen solubility, 1 atm", hydrogen_solubility, "mol/m3")
show("Hydrogen at floor", hydrogen, "mol/m3", 2)
show("Hydrogen/solubility", hydrogen / hydrogen_solubility, digits=2)
show("Bath temperature", temperature, "K")
show("Rate activation energy", E_rate, "eV")
show("Diffusion activation energy", E_diffusion, "eV")
show("Change of Thiele modulus", 100 * phi_per_K, "% per K", 2)
show("Reaction heat per ion", heat_eV, "eV")
show("Silicon thermal conductivity", silicon_conductivity, "W/(m K)")
show("Self-heating across silicon", self_heating, "K", 2)
print("verified")
```

Printed output:

```
Via radius: 5 um
Via depth: 50 um
Ion diffusion coefficient: 500 um2/s
Wall rate constant: 1 um/s
Mouth ion concentration: 5 mol/m3
Metal molar volume: 7 cm3/mol
Plating time: 1800 s
Radial number Bi: 0.01
Decay length: 35.36 um
Thiele modulus: 1.414
Step coverage: 0.4591
Mean/mouth thickness: 0.6282
Thickness at z/L=0: 63 nm
Thickness at z/L=0.25: 46.78 nm
Thickness at z/L=0.5: 36.46 nm
Thickness at z/L=0.75: 30.75 nm
Thickness at z/L=1: 28.92 nm
Mouth thickness: 630 angstrom
Floor-end thickness: 289.2 angstrom
Depth for coverage 0.9: 16.52 um
Half-size via: Thiele modulus: 1
Half-size via: coverage: 0.6481
2D max deviation, fraction of c0: 0.0021
2D deviation at Bi=0.05: 0.0088
2D deviation at Bi=0.005: 0.0011
Coverage with floor deposition: 0.432
Same, 2D solution: 0.4316
Reductant mouth concentration: 50 mol/m3
Reductant diffusion coefficient: 1000 um2/s
Reductant molecules per ion: 2
Reductant demand gamma: 0.1
Coverage with reductant loss: 0.4471
Coverage for half-order kinetics: 0.5833
Coverage with film narrowing: 0.4576
Start-up extra at floor end: 0.022 nm
Relative drop outside mouth: 0.126
Bath diffusion layer: 100 um
Relative drop across layer: 0.2
Bulk concentration needed: 6.75 mol/m3
Wafer shear rate: 10 1/s
Shear Peclet number: 0.5
Coverage, first radius stirred: 0.5194
Hydrogen diffusion coefficient: 8000 um2/s
Hydrogen solubility, 1 atm: 0.7 mol/m3
Hydrogen at floor: 0.39 mol/m3
Hydrogen/solubility: 0.55
Bath temperature: 330 K
Rate activation energy: 0.6 eV
Diffusion activation energy: 0.18 eV
Change of Thiele modulus: 2.2 % per K
Reaction heat per ion: 2 eV
Silicon thermal conductivity: 130 W/(m K)
Self-heating across silicon: 3.7e-07 K
verified
```
